# Why a free wafer bows without stress and a flattened one does not

## 1. The error to be avoided

Suppose that a wafer 0.75 mm thick is 4 K hotter on its lower face than on its upper face. One may reason that the hot side wants to be longer, that the cold side holds it back, and that both are therefore stressed. With the values used below, this gives 1.44 MPa on each face. For a wafer lying free the answer is wrong altogether: to leading order its stress is zero. For a wafer held flat it is right. A temperature difference alone therefore does not fix a thermal stress. One must also know what shape the wafer is allowed to take.

The method here is to split the temperature field and the constraints into separate contributions, find the stress that each causes, and compare the sizes.

**Conventions.** The wafer has thickness \(h\) and radius \(R\). The coordinate \(z\) runs from the mid-plane towards the hot face, so \(-h/2\le z\le h/2\). The temperature is

\[
T(z)=T_0+\frac{D}{h}\,z ,\qquad D=T_{\rm hot}-T_{\rm cold}>0 .
\]

This is the steady profile for constant thermal conductivity and no heat source inside. The expansion coefficient \(\alpha\) is constant and the same in all directions. Tensile stress is positive. Displacements \((u,v,w)\) along \((x,y,z)\) are small until Section 5.

Stress arises from the elastic part of the strain, which is the total strain minus the strain that heating would cause in an unhindered piece of material:

\[
e_{ij}=\varepsilon_{ij}-\alpha\,(T-T_{\rm ref})\,\delta_{ij},
\]

where \(T_{\rm ref}\) is the uniform temperature at which the wafer is flat and unstressed.

## 2. The free wafer: uniform and linear parts

The uniform part of the heating asks for the strain \(\varepsilon_0=\alpha(T_0-T_{\rm ref})\) everywhere. The displacement \(\varepsilon_0(x,y,z)\) supplies it. The wafer grows, and no stress results.

The linear part asks for normal strains \(\alpha Dz/h\) in all three directions and no shear. Can a continuous body have this strain? Define \(\kappa_0=\alpha D/h\) and try

\[
u=\kappa_0xz,\qquad v=\kappa_0yz,\qquad
w=\tfrac12\kappa_0\,(z^2-x^2-y^2).
\]

The normal strains are

\[
\frac{\partial u}{\partial x}=\frac{\partial v}{\partial y}=\frac{\partial w}{\partial z}=\kappa_0z=\frac{\alpha D}{h}z ,
\]

as required. The shears are

\[
\frac{\partial u}{\partial z}+\frac{\partial w}{\partial x}=\kappa_0x-\kappa_0x=0,\qquad
\frac{\partial v}{\partial z}+\frac{\partial w}{\partial y}=\kappa_0y-\kappa_0y=0,
\]

and \(\partial u/\partial y+\partial v/\partial x=0\). Every component of \(e_{ij}\) vanishes, and so does the stress. Zero stress satisfies equilibrium inside the body and the condition of no force on its surfaces.

No other stress state is possible in this linear theory. The elastic energy is positive for any nonzero \(e_{ij}\), and here it is zero, its minimum. Another minimum would need the same strain everywhere and could differ only by a rigid motion.

On the mid-plane, \(z=0\), the displacement is

\[
w=-\tfrac12\kappa_0r^2,\qquad r^2=x^2+y^2 .
\]

This is a shallow spherical cap of curvature \(\kappa_0=\alpha D/h\), convex on the hot side. The picture is simple. In a cap with radius of curvature \(\rho=1/\kappa_0\), the outer face is longer than the inner one by the fraction \(h/\rho\), to leading order. Heating makes the hot face longer by the fraction \(\alpha D\). Setting \(h/\rho=\alpha D\) lets each layer have the length it wants.

The elastic constants did not enter. The result therefore holds for any outline and any crystal stiffness, even one that varies with position, provided that \(\alpha\) is uniform and isotropic. A numerical energy minimization tested this on an elliptic plate with axis ratio 1.5, cubic elasticity and a stiffness rising linearly from 0.8 to 1.2 of its mean through the thickness. For \(\alpha D=1\) in the linear equations, the largest stress was \(2\times10^{-14}\) of the elastic constant \(C_{11}\), which is rounding error, and \(\kappa h\) was 1.000000 in both directions.

**Numbers.** Take \(\alpha=4.5\times10^{-6}\ {\rm K^{-1}}\), \(D=4\) K, \(h=0.75\) mm and \(R=100\) mm. Then \(\alpha D=1.80\times10^{-5}\), and

\[
\kappa_0=\frac{1.80\times10^{-5}}{0.75\times10^{-3}\ {\rm m}}=0.0240\ {\rm m^{-1}},\qquad \rho=41.7\ {\rm m}.
\]

The height difference between centre and edge is

\[
b=\tfrac12\kappa_0R^2=\tfrac12(0.0240)(0.100)^2\ {\rm m}=120\ \mu{\rm m}.
\]

## 3. The constraint: holding the wafer flat

Now impose a curvature \(\kappa\) that may differ from \(\kappa_0\). From here on the wafer is elastically isotropic, with Young modulus \(E\) and Poisson ratio \(\nu\). In a thin plate, lines normal to the mid-plane stay straight and normal to it. With \(w=-\kappa r^2/2\), this gives \(u=-z\,\partial w/\partial x=\kappa xz\), and likewise for \(v\). Allowing a uniform mid-plane strain \(\varepsilon_m\), the elastic strain in both in-plane directions is

\[
e=(\varepsilon_m-\varepsilon_0)+(\kappa-\kappa_0)z .
\]

The stress normal to a thin wafer is negligible beside the in-plane stress. With \(\sigma_{xx}=\sigma_{yy}=\sigma\), Hooke's law then reads

\[
e=\frac{\sigma-\nu\sigma}{E}\quad\Rightarrow\quad \sigma=\frac{E}{1-\nu}\,e .
\]

The wafer can still expand in its plane, so the net in-plane force \(\int\sigma\,dz\) must vanish. The term in \(z\) integrates to zero, which leaves \(\varepsilon_m=\varepsilon_0\). Hence

\[
\sigma(z)=\frac{E}{1-\nu}\,(\kappa-\kappa_0)\,z .
\]

Stress measures the departure from the natural curvature. At \(\kappa=\kappa_0\) it vanishes. For a flat wafer, \(\kappa=0\) and

\[
\sigma(z)=-\frac{E\alpha D}{1-\nu}\frac zh,\qquad
\sigma(\pm h/2)=\mp\frac{E\alpha D}{2(1-\nu)} .
\]

The hot face is compressed and the cold face is in tension. The factor \(1/2\) appears because each face is only \(D/2\) from the mean temperature. The factor \(1/(1-\nu)\) appears because bending is prevented in both directions.

The second factor changes if bending is prevented along \(x\) alone. Then \(e_{xx}=-\kappa_0z\) while \(\sigma_{yy}=0\), so \(\sigma_{xx}=-E\kappa_0z\). The face stress falls to \(E\alpha D/2\), which is \(1-\nu\) times the biaxial value. The free direction has \(e_{yy}=-\nu e_{xx}=\nu\kappa_0z\), so its curvature rises to \((1+\nu)\kappa_0\).

**What holds it flat.** The stress has no net force, but it has a moment per unit length:

\[
m=\int_{-h/2}^{h/2}\sigma z\,dz
=\frac{E}{1-\nu}(\kappa-\kappa_0)\frac{h^3}{12}.
\]

A free wafer has \(m=0\) at its edge, and so \(\kappa=\kappa_0\). A uniformly flat wafer needs an applied edge moment of size \(Eh^2\alpha D/[12(1-\nu)]\). If the holder presses on the faces but supplies no edge moment, the stress formula fails near the rim.

An energy minimization for a disc of thickness \(R/20\), with its mid-plane held flat and its edge otherwise free, gave a hot-face stress at the centre of \(-0.504\) in units of \(E\alpha D/(1-\nu)\). The thin-plate value is \(-0.5\). At half the natural curvature it gave \(-0.252\), against \(-0.25\). The small differences come from the limited set of polynomials used for the displacements, which cannot resolve the narrow zone at the free edge. With this set the difference shrinks roughly as the square of the thickness.

**Numbers.** With \(E=120\) GPa and \(\nu=0.25\), the biaxial modulus is \(E/(1-\nu)=160\) GPa, and

\[
|\sigma|=\tfrac12(160\times10^9\ {\rm Pa})(1.80\times10^{-5})=1.44\ {\rm MPa}.
\]

The moment needed is

\[
|m|=\frac{(160\times10^9)(0.75\times10^{-3})^2(1.80\times10^{-5})}{12}\ {\rm N}=0.135\ {\rm N},
\]

a moment in N m per metre of edge.

Does this crack the wafer? Assume for illustration a brittle tensile strength of 100 MPa. Setting the cold-face tension equal to it gives

\[
D=\frac{2(100\ {\rm MPa})}{(160\ {\rm GPa})(4.5\times10^{-6}\ {\rm K^{-1}})}=278\ {\rm K},
\]

with the material constants held fixed. Flattening at \(D=4\) K is far from this limit. Strength depends on flaws, however, and the estimate concerns brittle fracture alone. At the 1300 K considered in the later sections silicon is ductile, and slip can begin at stresses far below 100 MPa. The value of 278 K is therefore not a safe operating limit for a hot wafer.

## 4. The part of the profile that bowing cannot absorb

A free plate can stretch and bend. These motions supply total strains that are constant or linear in \(z\). Let the thermal strain contain a further part \(c(2z/h)^2\). By symmetry it causes no bending, so the elastic strain is \(a-c(2z/h)^2\) with constant \(a\). The mean of \((2z/h)^2\) over the thickness is \(1/3\), and zero net force gives \(a=c/3\). Away from the edge,

\[
\sigma=\frac{Ec}{1-\nu}\left[\frac13-\left(\frac{2z}{h}\right)^2\right].
\]

The faces carry \(-2/3\) and the mid-plane \(+1/3\) of \(Ec/(1-\nu)\), although the wafer is free. Energy minimization gave \(-0.666\) and \(+0.333\). Linearity of the profile is thus essential. Rapid heating of one face, which gives a curved profile, stresses even a free wafer.

Some curvature remains in the steady state. Let the conductivity vary as \(k\propto T^{-n}\). Constant heat flux means that \(kT'\) is constant, so

\[
T''=-\frac{1}{k}\frac{dk}{dT}\,T'^2\simeq\frac{n}{T_0}\left(\frac Dh\right)^2 .
\]

If \(\alpha\) also rises with temperature at the rate \(\alpha'\), the second derivative of the thermal strain is \((\alpha n/T_0+\alpha')(D/h)^2\). Multiplying by \(\tfrac12(h/2)^2\) gives

\[
c\simeq\frac{D^2}{8}\left(\frac{\alpha n}{T_0}+\alpha'\right).
\]

For \(T_0=1300\) K, \(n=1.2\) and \(\alpha'=10^{-9}\ {\rm K^{-2}}\), this is \(c\simeq1.03\times10^{-8}\). The face stress is \(\tfrac23(160\ {\rm GPa})c\simeq1.1\) kPa, and the full temperature profile gives the same value. This is less than a thousandth of the flattening stress.

## 5. The cost of a large bow

A flat disc cannot become part of a sphere without some stretching. The effect is of second order in the slope, so Section 2 did not show it. Impose \(w=-\kappa r^2/2\) and let \(u\) now be the radial displacement of the mid-plane. Its radial strain gains the term \(\tfrac12w'^2=\tfrac12\kappa^2r^2\). Leaving out the uniform expansion,

\[
e_r=u'+\tfrac12\kappa^2r^2,\qquad e_\theta=\frac ur
\quad\Rightarrow\quad e_r=(re_\theta)'+\tfrac12\kappa^2r^2 .
\]

Insert \(Ee_r=\sigma_r-\nu\sigma_\theta\) and \(Ee_\theta=\sigma_\theta-\nu\sigma_r\). Radial equilibrium, \((r\sigma_r)'=\sigma_\theta\), cancels the terms in \(\nu\):

\[
\sigma_r=(r\sigma_\theta)'+\tfrac12E\kappa^2r^2 .
\]

Try \(\sigma_r=A+Br^2\). Equilibrium gives \(\sigma_\theta=A+3Br^2\), and the equation above becomes \(B=9B+\tfrac12E\kappa^2\), so \(B=-E\kappa^2/16\). The free edge, \(\sigma_r(R)=0\), gives \(A=E\kappa^2R^2/16\). Therefore

\[
\sigma_r(0)=\frac{E\kappa^2R^2}{16},\qquad
\sigma_\theta(R)=-\frac{E\kappa^2R^2}{8}.
\]

With \(\kappa_0R=0.0024\), these are 43 kPa at the centre and \(-86\) kPa at the edge. Dividing the edge value by the flattening stress, with \(\alpha D=\kappa_0h\), gives

\[
\frac{E\kappa_0^2R^2/8}{E\kappa_0h/[2(1-\nu)]}
=\frac{1-\nu}{4}\frac{\kappa_0R^2}{h}=\frac{1-\nu}{2}\,\frac bh .
\]

Here \(b/h=0.16\) and the ratio is 6 per cent. The result that a free wafer is unstressed therefore holds only for bows small compared with the thickness. When \(b\) approaches \(h\), stretching is no longer a small correction and the cap itself need not remain spherical.

## 6. A radial temperature difference

Let the temperature also fall from centre to edge by \(\Delta\,(r/R)^2\), uniformly through the thickness. The thermal strain is \(\theta=-\alpha\Delta r^2/R^2\). For a flat mid-plane the total strains obey \(\varepsilon_r=(r\varepsilon_\theta)'\), so the elastic strains obey

\[
e_r+\theta=(re_\theta)'+(r\theta)'
\quad\Rightarrow\quad e_r=(re_\theta)'+r\theta',\qquad r\theta'=-\frac{2\alpha\Delta r^2}{R^2}.
\]

This is the equation of Section 5 with \(\tfrac12\kappa^2\) replaced by \(-2\alpha\Delta/R^2\). Hence \(B=E\alpha\Delta/(4R^2)\), \(A=-E\alpha\Delta/4\), and

\[
\sigma_r(0)=-\frac{E\alpha\Delta}{4},\qquad \sigma_\theta(R)=+\frac{E\alpha\Delta}{2}.
\]

The cool rim is in tension. Bowing does not relieve this at leading order, because a small bow changes mid-plane lengths only at second order. Per kelvin, the rim tension is \(1-\nu\) times the face stress of a flattened wafer.

## 7. Weight, and the gap under the rim

With its hot face down, the wafer becomes a bowl that touches the heater at its centre. Its weight per area \(p\) pulls the rim down. Let \(\delta(r)\) be this downward deflection, \(\phi=\delta'\), and \(B_f=Eh^3/[12(1-\nu^2)]\) the bending rigidity. The material outside radius \(r\) hangs on the shear force per length \(S=p(R^2-r^2)/(2r)\). The moments are \(M_r=B_f(\phi'+\nu\phi/r)\) and \(M_\theta=B_f(\phi/r+\nu\phi')\). Their balance, \((rM_r)'-M_\theta=-rS\), becomes

\[
\left[\frac{(r\phi)'}{r}\right]'=-\frac{p}{2B_f}\left(\frac{R^2}{r}-r\right).
\]

Integrating twice, with \(\phi(0)=0\) and a constant \(C\),

\[
\phi=-\frac{p}{2B_f}\left(\frac{R^2r}{2}\ln\frac rR-\frac{R^2r}{4}-\frac{r^3}{8}\right)+Cr .
\]

At the edge \(\phi/R=3pR^2/(16B_f)+C\) and \(\phi'=pR^2/(16B_f)+C\). The condition \(M_r(R)=0\) then gives \(C=-pR^2(1+3\nu)/[16B_f(1+\nu)]\). Integrating \(\phi\) from 0 to \(R\),

\[
\delta(R)=\frac{9pR^4}{64B_f}+\frac{CR^2}{2}
=\frac{pR^4}{64B_f}\,\frac{7+3\nu}{1+\nu}.
\]

For a density of 2300 kg/m³, \(p=16.9\) Pa and \(B_f=4.50\) N m, so \(\delta(R)=36\ \mu\)m. Weight removes about 30 per cent of the 120 µm bow and leaves a rim gap \(g=84\ \mu\)m.

The gap matters thermally. For a wafer conductivity of 25 W/(m K), the heat flux is \(kD/h=133\) kW/m². If this flux crosses the gap by conduction through gas of conductivity 0.45 W/(m K), the rim is cooler than the centre by

\[
\Delta\simeq\frac{(133\times10^3)(84\times10^{-6})}{0.45}\ {\rm K}\simeq25\ {\rm K}.
\]

Section 6 then gives a rim tension \(E\alpha\Delta/2\simeq6.7\) MPa, more than four times the flattening stress. This is a rough estimate. Conduction along the wafer can be left out. Over most of the disc it carries away only about \(4kh\Delta/R^2\simeq190\) W/m². Close to the rim it supplies more heat than this, because none flows through the edge, but it reduces \(\Delta\) by only about 1 K. The estimate takes a uniform heater temperature, a parabolic gap and a fixed flux, and it neglects radiation across the gap and the effect of the cooling on the bow. That last effect widens the gap. With a bow and radial cooling together, the mid-plane stresses of Sections 5 and 6 add up to a multiple of \(\kappa^2R^2-4\alpha\Delta\). Here \(4\alpha\Delta\) is much the larger term, so a larger bow lowers the mid-plane energy.

The size of this effect can be estimated for a spherical cap. Averaged over the disc, the mid-plane energy per area is \(Eh(\kappa^2R^2-4\alpha\Delta)^2/384\), and the bending energy per area is \(Eh^3(\kappa-\kappa_0)^2/[12(1-\nu)]\). Comparing the terms in \(\kappa^2\), the cooling lowers the resistance to bending by the fraction

\[
\frac{(1-\nu)\,\alpha\Delta R^2}{4h^2}\simeq\frac{\Delta}{67\ {\rm K}},
\]

which is already 0.37 at 25 K. Suppose that the gap grows as the inverse of the remaining resistance. At fixed flux \(\Delta\) grows with the gap, so a steady state would require \(\Delta=25\ {\rm K}/(1-\Delta/67\ {\rm K})\), which has no real solution. A wafer free to depart from the spherical shape is softer still: for a general axisymmetric shape the resistance vanishes near 43 K rather than 67 K. The fixed-flux model therefore has no steady state near the first estimate. Radiation across the gap and the lower flux from a cooler rim reduce the cooling only modestly. Radiation adds about 5 per cent to the conductance of an 84 µm gap, and a loss proportional to \(T^4\) falls by about 8 per cent at 25 K. This is too little to restore a steady state near the first estimate, so a wafer touching a flat heater only at its centre, with \(D=4\) K, is not a description of a working reactor. The values 25 K and 6.7 MPa show that the effect matters; they do not predict its final size.

## 8. Weighing the contributions for a silicon wafer

The parameters are rough values for a silicon wafer of 200 mm diameter on a heated support in an epitaxy reactor. The choice \(D=4\) K is on the high side. Radiation from the upper face at 1300 K with emissivity 0.7 gives at most 3.4 K, when nothing is radiated back. Hot surroundings or lamps above the wafer lower this, for example to 1.7 K for surroundings at 1100 K. Silicon is not elastically isotropic. Rough room-temperature constants give biaxial moduli of 181 GPa for a (001) wafer and 230 GPa for a (111) wafer. At fixed \(\alpha D\), these would raise the flattening stress by 13 and 44 per cent above the 160 GPa model, while the leading-order free curvature would not change. Silicon softens on heating, so at 1300 K the increases are smaller. Of the departures estimated here, for \(D=4\) K and contact at the centre of a flat heater, a temperature that varies across the wafer gives the largest stress. The rim cooling is proportional to the flux times the gap and so falls faster than \(D^2\), while the flattening stress falls only as \(D\). At smaller \(D\) the margin shrinks.

| Contribution in this model | Largest stress listed |
|---|---|
| Linear profile, free wafer, leading order | 0 |
| Linear profile, held flat | 1.44 MPa |
| Curved part of steady profile | 1.1 kPa |
| Stretching by the bow | 86 kPa |
| Rim cooling by the gas gap, first estimate without feedback | 6.7 MPa |

The table leaves out the stress due to the weight itself. With the moments of Section 7, its largest face value is about 0.9 MPa at 20 mm from the centre, 0.4 MPa at half the radius and 0.2 MPa at the rim. Support at a single point would make the downward curvature grow without limit there. Since the wafer cannot pass through the heater, a small central area is instead pressed flat, and its face stress is again about 1.44 MPa. From about half the radius outwards, freedom to bow removes most of the stress of the linear profile, but on a hot support it can create a larger one by another route. Whether holding the wafer flat lowers the total stress depends on how evenly the support then heats it. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS (rough round values)
radius 100 mm, thickness 0.75 mm
mean temperature 1300 K, face difference D 4.0 K
alpha 4.50e-06 1/K, E 120 GPa, nu 0.25
density 2300 kg/m3, wafer conductivity 25 W/(m K)
gas conductivity 0.45 W/(m K), emissivity 0.7
assumed brittle strength 100 MPa
conductivity falls as T to the power -1.2
slope of alpha with temperature 1.0e-09 1/K^2
ENERGY-MINIMIZATION TESTS (alpha*D = 1)
free wafer: largest stress / C11 = 2.2e-14
free wafer: curvature*h in x, y = 1.000000, 1.000000
flat: hot-face stress / biaxial modulus = -0.5037
half curvature: same ratio = -0.2519
free, quadratic thermal strain (2z/h)^2, stress / biaxial modulus:
  surface -0.6662, mid-plane 0.3332
weight droop: minimized / formula = 0.9995
MAIN RESULTS
alpha*D = 1.80e-05
free curvature 0.0240 1/m, radius of curvature 41.7 m
free centre-to-edge bow 120.0 um, bow/thickness 0.160
biaxial modulus 160 GPa
flat wafer: hot face -1.44 MPa, cold face +1.44 MPa
edge moment per length to hold flat 0.1350 N
D for assumed brittle strength when flat 278 K
NEGLECTED EFFECTS
D from radiation alone 3.40 K
large-bow stretching: centre 43.2 kPa, edge hoop -86.4 kPa
weight per area 16.92 Pa, rigidity 4.50 N m
edge droop from weight 36.4 um
non-linear thermal strain: largest stress 1.10 kPa
heat flux through wafer 133.3 kW/m2
edge gap after droop 83.6 um
edge cooling by gas gap, rough 24.8 K
edge hoop tension from this cooling, rough 6.7 MPa
cubic Si, rough room-temperature C11, C12, C44: 166, 64, 80 GPa
biaxial modulus (001) 180.7 GPa, (111) 229.8 GPa
```
